# In-plane zone-corner vibrations of a two-mass honeycomb sheet

## Problem

A flat honeycomb sheet carries atoms of mass $m_A$ on one sublattice and $m_B$ on the other. Each atom is joined to its three nearest neighbours, all on the other sublattice, by central springs of constant $k$. The springs are at their natural length $a$ when the sheet is at rest. The atoms move in the plane, with displacements small compared with $a$.

1. Estimate the vibration frequencies by scaling.
2. Find all four in-plane modes at the corner $K$ of the Brillouin zone: their frequencies, which atoms move, and along what paths.
3. Evaluate them for $k=300$ N/m, $m_A=10$ u, $m_B=20$ u and $a=0.15$ nm, and judge how far the neglected effects would move the result.

## First estimate by scaling

For small displacements the bond length drops out, because an unstretched spring responds to the change of its length and not to the length itself. What remains is a spring constant and a mass, and the one frequency they form is

$$\omega\sim\sqrt{k/m}.$$

For the lighter atom,

$$\frac{k}{m_A}=\frac{300\ \text{N/m}}{10\times1.6605\times10^{-27}\ \text{kg}}=1.807\times10^{28}\ \text{s}^{-2},$$

so $\omega\sim1.344\times10^{14}$ s$^{-1}$, or $\omega/2\pi\sim21.4$ THz. For the heavier atom the estimate is smaller by $\sqrt2$, about 15.1 THz.

Scaling leaves two things open. It cannot give the numerical factor that comes from three bonds at 120°. It also cannot say which mass to use: with two masses present, $m$ could be $m_A$, $m_B$ or a combination such as the reduced mass. That depends on which atoms move.

## Exact solution of the harmonic model

**Energy of one bond.** Let $\boldsymbol\delta$ be the unit vector from an A atom to a B neighbour, and $\mathbf d=\mathbf u_B-\mathbf u_A$ their relative displacement. The bond length is

$$|a\boldsymbol\delta+\mathbf d|=\sqrt{a^2+2a\,\boldsymbol\delta\cdot\mathbf d+d^2}=a+\boldsymbol\delta\cdot\mathbf d+\frac{d^2-(\boldsymbol\delta\cdot\mathbf d)^2}{2a}+\dots$$

The transverse part of $\mathbf d$ first enters at second order. Since the spring is unstretched at rest, its energy is $k/2$ times the square of the length change, and to second order

$$V_{\text{bond}}=\frac k2\left[\boldsymbol\delta\cdot(\mathbf u_B-\mathbf u_A)\right]^2 .$$

**Equations of motion.** Take the three bond directions from A to B as

$$\boldsymbol\delta_0=(0,1),\quad \boldsymbol\delta_1=\left(-\tfrac{\sqrt3}2,-\tfrac12\right),\quad \boldsymbol\delta_2=\left(\tfrac{\sqrt3}2,-\tfrac12\right).$$

The force on an A atom is $k\sum_j\boldsymbol\delta_j\,[\boldsymbol\delta_j\cdot(\mathbf u_{B,j}-\mathbf u_A)]$. Insert a wave in which an atom of sublattice $s$ at position $\mathbf r$ has the displacement $\mathbf u_s e^{i\mathbf q\cdot\mathbf r-i\omega t}$, the real part being understood. The B neighbour in direction $j$ then carries the extra phase $e^{i\mathbf q\cdot a\boldsymbol\delta_j}$. Seen from B, the neighbours lie at $-a\boldsymbol\delta_j$, and the phases are conjugated. Changing the overall sign gives

$$m_A\omega^2\mathbf u_A=kS\,\mathbf u_A-kM\,\mathbf u_B,\qquad m_B\omega^2\mathbf u_B=kS\,\mathbf u_B-kM^\dagger\mathbf u_A,$$

$$S=\sum_j\boldsymbol\delta_j\boldsymbol\delta_j^T,\qquad M=\sum_j\boldsymbol\delta_j\boldsymbol\delta_j^T\,e^{i\mathbf q\cdot a\boldsymbol\delta_j}.$$

**The two matrices.** The three products are

$$\boldsymbol\delta_0\boldsymbol\delta_0^T=\begin{pmatrix}0&0\\0&1\end{pmatrix},\qquad \boldsymbol\delta_{1,2}\boldsymbol\delta_{1,2}^T=\begin{pmatrix}\tfrac34&\pm\tfrac{\sqrt3}4\\ \pm\tfrac{\sqrt3}4&\tfrac14\end{pmatrix},$$

with the upper sign for $\boldsymbol\delta_1$. Their sum is $S=\tfrac32 I$: an atom whose neighbours are held still feels the same restoring constant $3k/2$ in every in-plane direction.

The zone corner is $\mathbf K=(4\pi/(3\sqrt3a),\,0)$. There $\mathbf K\cdot a\boldsymbol\delta_j=0,\,-2\pi/3,\,+2\pi/3$, so the phases are $1,\,w^*,\,w$ with $w=e^{2\pi i/3}$. Using $w+w^*=-1$ and $w-w^*=i\sqrt3$,

$$M_{xx}=\tfrac34(w^*+w)=-\tfrac34,\qquad M_{yy}=1+\tfrac14(w^*+w)=\tfrac34,$$

$$M_{xy}=M_{yx}=\tfrac{\sqrt3}4(w^*-w)=-\tfrac{3i}4 .$$

This matrix has a simple form in the circular vectors $\mathbf e_\pm=(1,\pm i)/\sqrt2$. Since $\mathbf e_-^\dagger=(1,i)/\sqrt2$,

$$\mathbf e_+\mathbf e_-^\dagger=\frac12\begin{pmatrix}1&i\\ i&-1\end{pmatrix}\quad\Rightarrow\quad M=-\tfrac32\,\mathbf e_+\mathbf e_-^\dagger,\qquad M^\dagger=-\tfrac32\,\mathbf e_-\mathbf e_+^\dagger .$$

**Two modes on one sublattice each.** The circular vectors are orthogonal: $\mathbf e_-^\dagger\mathbf e_+=\tfrac12(1+i\cdot i)=0$. Therefore $M\mathbf e_+=0$ and $M^\dagger\mathbf e_-=0$.

Try $\mathbf u_A=\mathbf e_-$, $\mathbf u_B=0$. The second equation of motion reads $0=-kM^\dagger\mathbf e_-$, which is satisfied, and the first gives the frequency. The choice $\mathbf u_A=0$, $\mathbf u_B=\mathbf e_+$ works in the same way. Hence

$$\boxed{\;\omega_A^2=\frac{3k}{2m_A}\ \ (\text{A moves, B rests}),\qquad \omega_B^2=\frac{3k}{2m_B}\ \ (\text{B moves, A rests})\;}$$

The paths follow from the real part. Up to a common factor, $\mathbf e_-e^{-i\omega t}$ gives $(\cos\omega t,-\sin\omega t)$, a clockwise circle, and $\mathbf e_+e^{-i\omega t}$ gives $(\cos\omega t,\sin\omega t)$, a counterclockwise one. At $-\mathbf K$ all phases are conjugated, $\mathbf e_+$ and $\mathbf e_-$ change places, and both senses reverse. The circles belong to a wave running with $\mathbf K$ or $-\mathbf K$ alone. Since the two have the same frequency, they can be superposed, and with equal amplitudes they form a standing wave in which the atoms move on straight lines.

**Why the other sublattice rests.** Consider a B atom at rest while the A atoms circle. Its neighbour at $-a\boldsymbol\delta_j$ has the phase $e^{-i\mathbf K\cdot a\boldsymbol\delta_j}=1,\,w,\,w^*$ for $j=0,1,2$. The directions $\boldsymbol\delta_j$ have the polar angles $\theta_j=90°,\,210°,\,330°$, so the displacement along the bond contains

$$\boldsymbol\delta_j\cdot\mathbf e_-=\frac{e^{-i\theta_j}}{\sqrt2}=\frac{-i}{\sqrt2}\,(1,\,w^*,\,w).$$

The product with the phases is $-i/\sqrt2$ for all three bonds. At each instant the three springs on the B atom are therefore stretched or compressed by the same amount. They pull equally in three directions 120° apart, and $\sum_j\boldsymbol\delta_j=0$ makes the net force vanish. The moving A atoms in turn feel stationary neighbours, which is why the constant is the on-site value $3k/2$.

**The remaining two modes.** Now put $\mathbf u_A=\alpha\mathbf e_+$ and $\mathbf u_B=\beta\mathbf e_-$. With $M\mathbf e_-=-\tfrac32\mathbf e_+$ and $M^\dagger\mathbf e_+=-\tfrac32\mathbf e_-$, the equations become

$$m_A\omega^2\alpha=\tfrac{3k}2(\alpha+\beta),\qquad m_B\omega^2\beta=\tfrac{3k}2(\alpha+\beta).$$

One solution is $\omega=0$ with $\alpha=-\beta$: a static pattern with displacements of equal size on both sublattices, in which no atom circles. If $\omega\neq0$, equating the left sides gives $m_A\alpha=m_B\beta$. Inserting $\alpha=m_B\beta/m_A$ in the second equation yields

$$\omega_{\text{joint}}^2=\frac{3k}2\left(\frac1{m_A}+\frac1{m_B}\right).$$

In this joint mode both sublattices circle in opposite senses, the lighter atoms on the larger circles.

**The zero frequency.** It belongs to the spring model. A motion costs no harmonic energy if it leaves all three bonds of the cell unstretched. These are three linear conditions on four displacement components, so a non-zero solution exists at every $\mathbf q$. At $\mathbf q=0$ there are two, the uniform translations. A periodic cell of $3\times3$ unit cells holds nine wavevectors and should have $9+1=10$ zero modes. Numerical differentiation of its full spring energy gives 10 among its 36 modes.

**Limits of the mass ratio.** For $m_A=m_B=m$ the two single-sublattice modes are degenerate at $3k/2m$. Any mixture of them is then also a mode, and the separation by sublattice is one choice of basis among many. For $m_B\to\infty$ the joint frequency falls to $\omega_A$, and the A atoms vibrate in a fixed frame with the same frequency in both directions.

## Comparison of estimate and solution

The exact constant is $3k/2=450$ N/m, so the estimate has to be multiplied by $\sqrt{3/2}=1.225$.

| Moving atoms | Scaling (THz) | Solution (THz) |
|---|---|---|
| A | 21.4 | 26.20 |
| B | 15.1 | 18.53 |

In wavenumbers the two solutions are 874 and 618 cm$^{-1}$. The scaling values are 18% below them. The ratio of the two frequencies, $\sqrt{m_B/m_A}=1.414$, comes out right, because each mode contains one mass.

The joint mode lies at $26.20\sqrt{1+m_A/m_B}=26.20\times1.225=32.09$ THz, and its A circles are $m_B/m_A=2$ times as large as its B circles. Its own scaling estimate uses the reduced mass $20/3$ u and gives 26.2 THz. That this equals the A-only frequency is a coincidence of the chosen masses: for $m_B=2m_A$ the factor $1+m_A/m_B$ happens to be $3/2$.

## What the model leaves out

**Second neighbours.** Add unstressed central springs $k_2$ between atoms of the same sublattice. They resist changes of bond angle, but they also resist bond stretching at fixed angles, so they are not a pure angle force. The difference matters here: in a single-sublattice mode the three moving atoms around a resting one keep their angles, and the springs between them change length only because the bonds do. Each atom has six such neighbours at vectors $\mathbf R$ with directions $\mathbf n$. At $K$ every $\cos(\mathbf K\cdot\mathbf R)$ equals $-\tfrac12$, the sines cancel between $\mathbf R$ and $-\mathbf R$, and $\sum\mathbf n\mathbf n^T=3I$. The addition to the on-site constant is

$$g=k_2\left(1+\tfrac12\right)\times3=\tfrac92k_2 .$$

It is the same in all directions and does not link the sublattices, so the two circular modes keep their shape, with

$$\omega_s^2=\frac{3k+9k_2}{2m_s}\qquad(s=A,B).$$

For $k_2=0.1k=30$ N/m both rise by the factor $\sqrt{1.3}$, or 14%, to 29.87 and 21.12 THz.

Pure angle springs do less for the two circular modes. At fixed bond length a change $\delta\theta$ of the angle changes the second-neighbour distance by $\tfrac a2\delta\theta$, so the angle spring of equal strength has the energy $\tfrac12k_\theta\,\delta\theta^2$ with $k_\theta=k_2a^2/4$. In a circular mode only the three angles at the moving atom change. They add $\tfrac92k_\theta/a^2=\tfrac98k_2$ to the on-site constant, a quarter of $g$, and the frequencies rise by the factor $\sqrt{1.075}$, or 3.7%.

With the second-neighbour springs, the other two modes follow from their $2\times2$ problem with $\kappa=3k/2$ and diagonal constant $\kappa+g$:

$$(m_A\omega^2-\kappa-g)(m_B\omega^2-\kappa-g)=\kappa^2 .$$

At $\omega=0$ the left side is $(\kappa+g)^2>\kappa^2$, so zero is no longer a root. With $\kappa=450$ N/m and $g=135$ N/m the roots lie at 11.62 and 34.69 THz. This equation does not hold for the angle springs, which put the two modes at 11.61 and 32.39 THz: they lift the floppy mode almost as much, and the joint mode far less. The floppy mode is thus the one most altered by a modest extra stiffness, and its zero should not be carried over to a real sheet.

**Unequal bonds.** The cancellation on the resting atom needs three equal springs. If one of the three bond directions is made 10% stiffer, with the wavevector kept at $K$, equal stretches no longer give balanced forces. The mode that was purely on A then carries 0.39% of its kinetic energy on B. The leak depends on the masses. If the stiffer bonds are those along $\boldsymbol\delta_0$, the extra stiffness $0.1k$ links the two circular motions directly, with the constant $-0.1k\,\mathbf e_-^\dagger\boldsymbol\delta_0\boldsymbol\delta_0^T\mathbf e_+=0.05k$, and raises the on-site constant of each by the same $0.05k$. For equal masses the two modes start out degenerate and stay level under the on-site change, so even this weak link mixes them in equal parts.

**Stretched sheet.** If the bonds are held at length $a$ above their rest length $l_0$, the second-order term of the length expansion is multiplied by the tension $k(a-l_0)$. It adds $\tfrac12k_t d_\perp^2$ to the bond energy, where $d_\perp$ is the transverse part of $\mathbf d$ and

$$k_t=k\left(1-\frac{l_0}a\right).$$

The terms linear in $\mathbf d$ cancel in the sum over bonds. The transverse projectors $I-\boldsymbol\delta_j\boldsymbol\delta_j^T$ sum to $\tfrac32I$, and at $K$, where the phases add to zero, their phased sum is $-M$. The coupling therefore becomes $(k-k_t)M$ and the circular modes survive, with $\omega_s^2=3(k+k_t)/(2m_s)$. For 1% stretch, $k_t/k=1-1/1.01=0.0099$ and the frequency rises by 0.49%. This holds $k$ fixed. A real bond usually softens when stretched, and this can outweigh the tension. For a Morse bond with the same $k$ at rest and a depth of 5 eV, the bond constant falls by about 6% at this stretch, and the net change of the frequency is a fall of 2.5%.

**Size of the motion.** For an atom vibrating at $\omega_s$ between clamped neighbours, the mean square displacement along one axis is

$$\langle x^2\rangle=\frac{\hbar}{2m_s\omega_s}\coth\frac{\hbar\omega_s}{2k_BT}.$$

At 300 K its root is 0.0045 nm for A and 0.0039 nm for B, or 3.0% and 2.6% of the bond length. For A the argument of the coth is about 2.1 and the coth about 1.03, so nearly all of this is zero-point motion. These figures show how far an atom moves in this kind of vibration, a few per cent of the bond length, which makes a harmonic first treatment of it reasonable. They are not a frequency shift, and they omit the slow collective modes. With the second-neighbour springs above and all in-plane modes included except the two uniform translations, the displacement in a sheet of $24\times24$ cells is about 1.8 times (A) and 1.9 times (B) the value given here, and it is larger still in larger sheets.

**Beside real sheets.** The parameters are round numbers in the rough range of stiff covalent sheets of light elements, with bonds near 0.15 nm, masses of 10 to 20 u and bond constants of some hundreds of N/m. The mass ratio of two was taken to separate the modes clearly. Unstretched nearest-neighbour springs alone cannot hold such a sheet in shape, since they leave an in-plane mode without restoring force at every wavevector. The second-neighbour springs cure this within the plane only: in a flat sheet, unstretched central springs of any range give no harmonic restoring force for motion out of the plane, so a real sheet also needs bending stiffness. The same second-neighbour springs raise the circular modes by 14%, a figure that depends on the assumed $k_2$ and on the form of the added force: angle springs of equal strength give 3.7%. Among the effects not sized are anharmonic shifts, Coulomb forces between oppositely charged sublattices, and the response of the electrons, which can shift zone-corner frequencies in conducting sheets. The frequencies above are therefore model values and not predictions for a given material. The circular single-sublattice shape is less sensitive: it survived second-neighbour springs, angle springs and tension, all of which keep the three bonds equivalent, and it was spoiled when one bond direction was made different.

## Numbers as computed

```
Spring constant k: 300 N/m
Mass A: 10 u
Mass B: 20 u
Bond length: 0.15 nm
On-site force constant: 450.0 N/m
A-only mode at K: 26.20 THz = 874 cm^-1
B-only mode at K: 18.53 THz = 618 cm^-1
Frequency ratio A-only / B-only: 1.4142
Rotation sense at K, A-only mode: -1.000
Rotation sense at K, B-only mode: +1.000
Joint mode at K: 32.09 THz
Joint mode, amplitude ratio A/B: 2.000
Floppy mode, amplitude ratio A/B: -1.000
Floppy mode, |omega^2| / (k/u) below 1e-6: True
Zero modes in 3x3 cell: 10 of 36
One bond direction 10% stiffer, A-mode weight on B: 0.39 %
Second-neighbour spring: 30 N/m
  A-only mode becomes: 29.87 THz
  B-only mode becomes: 21.12 THz
  relative rise: 14.0 %
  floppy mode becomes: 11.62 THz
  joint mode becomes: 34.69 THz
Bond stretch: 1 %
  A-only mode rises by: 0.49 %
Temperature: 300 K
  clamped-neighbour rms displacement A: 0.00446 nm
  clamped-neighbour rms displacement B: 0.00389 nm
  A displacement / bond length: 3.0 %
  B displacement / bond length: 2.6 %
```
